# Hyperdynamics: escape rates and physical time from a biased potential

A copper atom trapped in a nitride diffusion barrier may vibrate hundreds of millions of times before it hops. In the model below, transition-state theory gives a mean wait of 152 µs at 673 K, or \(2.5\times10^{10}\) integration steps of 6 fs. Raising the bottom of the well with an added potential shortens the wait, but without further knowledge the simulation then has no physical time, and the atom may leave by the wrong exit. Hyperdynamics supplies the conditions under which both are recovered.

## Setting and claim

A classical system with coordinates \(\mathbf r\) and potential \(V\) occupies a state A, bounded by dividing surfaces \(S_j\), one for each exit. Let \(\beta=1/(k_BT)\). A bias \(\Delta V(\mathbf r)\ge0\), zero on every \(S_j\), gives \(V_b=V+\Delta V\). Define

\[
w=e^{\beta\Delta V},\qquad Z_A=\int_A e^{-\beta V}d\mathbf r,\qquad Z_A^b=\int_A e^{-\beta V_b}d\mathbf r .
\]

Averages over A with weight \(e^{-\beta V_b}\) are written \(\langle\cdot\rangle_b\), and those with weight \(e^{-\beta V}\) are written \(\langle\cdot\rangle_A\). The claim is

\[
k_j^b=B\,k_j\ \text{ for every } j,\qquad B=\langle e^{\beta\Delta V}\rangle_b .
\]

For the rates of transition-state theory (TST), a bias that vanishes on the surfaces is enough. For real escape rates it is not, and the second derivation shows what must be added when friction is strong.

## First derivation: equilibrium flux

TST takes the escape rate to be the equilibrium outward flux through \(S_j\), divided by the population of A. For one particle of mass \(m\), the normal velocity \(v\) has a Maxwell distribution, so its outward part averages to

\[
\int_0^\infty v\sqrt{\frac{\beta m}{2\pi}}\,e^{-\beta mv^2/2}dv
=\sqrt{\frac{\beta m}{2\pi}}\,\frac1{\beta m}=\sqrt{\frac{k_BT}{2\pi m}} .
\]

The probability density on the surface is \(e^{-\beta V}/Z_A\). Hence

\[
k_j=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{1}{Z_A}\int_{S_j}e^{-\beta V}dS .
\]

For many atoms, use coordinates multiplied by \(\sqrt{m_i}\) and set \(m=1\); the argument is the same.

Now replace \(V\) by \(V_b\). On \(S_j\) the two are equal, so the surface integral does not change. The velocity factor does not contain the potential. Only the denominator changes:

\[
\frac{k_j^b}{k_j}=\frac{Z_A}{Z_A^b}.
\]

The right side does not depend on \(j\). Since \(e^{-\beta V}=e^{-\beta V_b}e^{\beta\Delta V}\),

\[
\frac{Z_A}{Z_A^b}=\frac{\int_A e^{-\beta V_b}e^{\beta\Delta V}d\mathbf r}{\int_A e^{-\beta V_b}d\mathbf r}=B .
\]

Writing \(Z_A^b=\int_A e^{-\beta V}e^{-\beta\Delta V}d\mathbf r\) instead gives \(B=1/\langle e^{-\beta\Delta V}\rangle_A\). Because \(0\le\Delta V\le\Delta V_{\max}\), we have \(1\le B\le e^{\beta\Delta V_{\max}}\).

**Branching.** If the exits compete as independent exponential processes with total rate \(k=\sum_ik_i\), the probability of leaving through \(S_j\) is

\[
P_j=\int_0^\infty k_je^{-kt}dt=\frac{k_j}{k}.
\]

The common factor \(B\) cancels from this ratio.

**Clock.** Let the biased run accumulate \(\theta=\int_0^{\tau}w\,dt\) up to its escape time \(\tau\). A moment \(t\) contributes only if escape has not yet happened, so

\[
\langle\theta\rangle=\int_0^\infty \mathrm{Prob}(\tau>t)\,\langle w\rangle_{\text{surviving at }t}\,dt .
\]

If the well equilibrates much faster than it empties, survivors have the biased equilibrium distribution and \(\mathrm{Prob}(\tau>t)=e^{-k^bt}\). Then \(\langle\theta\rangle=B/k^b=1/k\), the mean escape time that TST gives without bias. A single reading of the clock fluctuates. With \(n\) independent samples, the relative error of the mean weight is the relative spread of \(w\) divided by \(\sqrt n\).

## Second derivation: diffusion with a changed clock

This derivation follows the motion itself, for strong friction. The biased particle obeys \(d\mathbf r=-\beta D\nabla V_b\,dt+\sqrt{2D}\,d\mathbf W\), where \(D\) is the diffusivity and \(\mathbf W\) is a vector of unit Wiener processes. Let \(\Theta(\mathbf r)\) be the mean clock reading at first arrival on any \(S_j\), starting from \(\mathbf r\). In a short time \(dt\) the clock gains \(w\,dt\) and the particle moves on, so \(\Theta(\mathbf r)=w\,dt+\langle\Theta(\mathbf r+d\mathbf r)\rangle\). Expanding to first order in \(dt\), with \(\langle dr_idr_k\rangle=2D\delta_{ik}dt\), gives

\[
D\left(\nabla^2\Theta-\beta\nabla V_b\cdot\nabla\Theta\right)=-w,\qquad \Theta=0\ \text{on all }S_j .
\]

Multiply by \(e^{-\beta V_b}\). The left side becomes a divergence, and on the right \(we^{-\beta V_b}=e^{-\beta V}\):

\[
\nabla\cdot\left(De^{-\beta V_b}\nabla\Theta\right)=-e^{-\beta V}. \tag{1}
\]

Since \(e^{-\beta V_b}=e^{-\beta V}e^{-\beta\Delta V}\), this is the escape-time equation for diffusion in the true potential \(V\) with diffusivity \(De^{-\beta\Delta V}\). Measured on the clock \(\theta\), the biased particle has the true equilibrium but moves slowly wherever the bias acts.

For high barriers, \(\Theta\) is nearly a constant \(\Theta_0\) inside the well and falls to zero near the barrier tops, where \(e^{-\beta V_b}\) is small. Write \(\Theta=\Theta_0\eta\), with \(\eta=1\) in the well and \(\eta=0\) on the surfaces. The source in (1) is negligible near the tops, so there \(\nabla\cdot(De^{-\beta V_b}\nabla\eta)=0\). Define the conductance of exit \(j\), with \(\partial_n\) the outward derivative:

\[
G_j^b=-\int_{S_j}De^{-\beta V_b}\,\partial_n\eta\,dS .
\]

Integrating (1) over A gives \(\Theta_0\sum_jG_j^b=Z_A\). The ordinary biased escape time \(\tau_0\) has source \(w=1\), which puts \(e^{-\beta V_b}\) on the right of (1), so \(\tau_0\sum_jG_j^b=Z_A^b\). Without bias, the physical time \(t_0\) obeys \(t_0\sum_jG_j=Z_A\).

The exit probability \(\varphi_j\) obeys the same equation without a source, with \(\varphi_j=1\) on \(S_j\) and 0 on the other surfaces. In the well it is a constant \(P_j\). Near \(S_j\) it is \(1-(1-P_j)\eta\); near any other \(S_i\) it is \(P_j\eta\). With no source the total flux vanishes:

\[
(1-P_j)G_j^b-P_j\sum_{i\ne j}G_i^b=0
\quad\Rightarrow\quad P_j=\frac{G_j^b}{\sum_iG_i^b}.
\]

The rates are therefore \(k_j^b=P_j/\tau_0=G_j^b/Z_A^b\), and likewise \(k_j=G_j/Z_A\). If the bias is negligible throughout the region where \(\eta\) changes, then \(G_j^b=G_j\), and

\[
\frac{k_j^b}{k_j}=\frac{Z_A}{Z_A^b}=B,\qquad \Theta_0=t_0 .
\]

This is the first result again, but under a stronger condition on the bias.

## What each derivation assumes

The first derivation counts every outward crossing as an escape, so it needs the bias to vanish only on the surfaces. The second follows the particle and needs the bias to vanish in a layer around each barrier top. Both need equilibration inside A before escape. The first allows inertia; the second covers strong friction.

The recrossing factor \(\kappa_j\) connects them: the real rate is \(\kappa_jk_j\). Near a parabolic top let \(\delta\) be the distance from the surface, \(v\) the velocity, \(\gamma\) the friction rate, and \(V\approx E-\tfrac12m\omega_b^2\delta^2\). Then

\[
\dot v=\omega_b^2\delta-\gamma v+\xi,\qquad \langle\xi(t)\xi(t')\rangle=2\gamma\sigma^2\delta_D(t-t'),\quad \sigma^2=\frac{k_BT}{m},
\]

where \(\delta_D\) is the Dirac delta function. Let \(\lambda>0\) solve \(\lambda^2+\gamma\lambda=\omega_b^2\), and let \(u=v+(\lambda+\gamma)\delta\). Then \(\dot u=\lambda v+\omega_b^2\delta+\xi=\lambda u+\xi\), because \(\omega_b^2=\lambda(\lambda+\gamma)\). A particle released at \(\delta=0\) with velocity \(v_0\) ends outside if \(v_0+R>0\), where \(R=\int_0^\infty e^{-\lambda t}\xi\,dt\) is Gaussian with variance \(2\gamma\sigma^2/(2\lambda)=\sigma^2\gamma/\lambda\).

To count true escapes, take the paths that end outside and add \(+1\) for each outward crossing and \(-1\) for each inward one. A path that began inside totals \(+1\), and one that began outside totals 0. So \(\kappa\) is the net success of outward over inward releases, averaged over the speeds in the flux. At speed \(v\) this net success is \(\mathrm{Prob}(R>-v)-\mathrm{Prob}(R>v)=\mathrm{Prob}(|R|<v)\). In the flux, speeds have density \((v/\sigma^2)e^{-v^2/2\sigma^2}\), so the chance that \(v\) exceeds \(|R|\) is \(e^{-R^2/2\sigma^2}\). Averaging over \(R\),

\[
\kappa=\frac1{\sqrt{1+\gamma/\lambda}}=\sqrt{\frac{\lambda^2}{\lambda(\lambda+\gamma)}}=\frac{\lambda}{\omega_b}
=\sqrt{1+g^2}-g,\qquad g=\frac{\gamma}{2\omega_b}.
\]

For \(g\to0\) in this formula \(\kappa\to1\), and for \(g\to\infty\) it tends to \(\omega_b/\gamma\). A bias that is zero on the surface but flattens the top changes \(\omega_b\), and so changes \(\kappa\). The formula also assumes that a particle falling into a well loses its energy there, so that it neither rebounds nor flies on over the next barrier.

One difference of counting remains. The second derivation stops the particle on its first arrival at the surface, from which half of the strongly damped particles return. Its absolute rate is thus twice \(\kappa_jk_j\) in that limit. If the bias is negligible around the barrier top, the factor is the same with and without it, and cancels from the ratio of the rates.

## A copper atom with two kinds of exit

Take the two-dimensional periodic model

\[
V=E_xs_x+E_ys_y+Cs_xs_y,\qquad s_x=\sin^2\frac{\pi x}{a},\quad s_y=\sin^2\frac{\pi y}{b},
\]

with \(E_x=1.20\), \(E_y=1.30\), \(C=0.40\) eV, \(a=0.30\) nm and \(b=0.35\) nm. The surfaces are \(x=\pm a/2\) and \(y=\pm b/2\). At 673 K, \(k_BT=0.0580\) eV. The copper mass is \(1.055\times10^{-25}\) kg.

To estimate the rate through the two \(x\) surfaces, expand each energy to second order. At the minimum

\[
Z_A\approx\frac{ab\,k_BT}{\pi\sqrt{E_xE_y}} .
\]

On \(x=a/2\), \(V\approx E_x+(E_y+C)\pi^2y^2/b^2\), so the surface integral is \(e^{-\beta E_x}b\sqrt{k_BT/[\pi(E_y+C)]}\). Inserting both, with a factor 2 for the pair,

\[
k_x\approx\frac2a\sqrt{\frac{E_x}{2m}}\sqrt{\frac{E_y}{E_y+C}}\;e^{-\beta E_x}.
\]

The prefactor is \(6.36\times10^{12}\times0.874=5.56\times10^{12}\ \mathrm{s^{-1}}\), and \(k_x\approx5.74\times10^3\ \mathrm{s^{-1}}\). Numerical integration of the full TST expression gives \(5.68\times10^3\) for the \(x\) pair and \(0.895\times10^3\ \mathrm{s^{-1}}\) for the \(y\) pair. Their sum gives the 152 µs wait, and the share of \(x\) exits is 0.864.

The bias is built from the depth \(s=E_c-V\) below a threshold \(E_c\):

\[
\Delta V=\frac{s^2}{\alpha+s}\ \ (s>0),\qquad \Delta V=0\ \ (s\le0),
\]

with \(E_c=0.90\) and \(\alpha=0.30\) eV. No point on the surfaces lies below 1.20 eV, so the bias vanishes on and near them. Since \(ds/dV=-1\),

\[
\frac{dV_b}{dV}=1-\frac{s^2+2\alpha s}{(\alpha+s)^2}=\left(\frac{\alpha}{\alpha+s}\right)^2 .
\]

The biased force is the true force times this factor. It is continuous at the threshold and never reverses, so no new minimum appears.

The largest bias is \(0.90^2/1.20=0.675\) eV, which bounds \(B\) by \(1.13\times10^5\). The actual average is \(B=1.40\times10^4\), because the biased atom spends much of its time away from the bottom, where \(w\) is smaller. The biased wait is \(152\ \mu\mathrm s/(1.40\times10^4)=10.9\) ns, about \(1.8\times10^6\) steps of 6 fs. The relative spread of \(w\) is 1.8, so \(10^4\) independent samples fix its mean to about 2%.

A direct trial used Langevin motion of 4000 biased atoms for 42 ps each, with \(\gamma=5\ \mathrm{ps^{-1}}\). The temperature was 1500 K, chosen to make crossings plentiful. All surface crossings were counted and divided by the accumulated \(\theta\). Relative to the unbiased TST rates, the results were \(0.99\pm0.02\) for \(x\) and \(1.01\pm0.03\) for \(y\).

## Biases that fail

Raise the threshold to 1.40 eV with \(\alpha\) fixed. The bias is now 0.080 eV at the \(x\) saddle and 0.025 eV at the \(y\) saddle. The lower barrier is raised more, which alone would lower the TST share of \(x\) exits from 0.864 to 0.711. The bias also decreases along each surface away from the saddle, which widens the \(x\) pass more than the \(y\) pass, and the share from the full surface integrals is 0.748.

A subtler failure is \(\Delta V=H(1-s_x)(1-s_y)\) with \(H=0.675\) eV. It vanishes on all surfaces, so TST branching stays at 0.864. Along \(y=0\), however, \(V_b=H+(E_x-H)s_x\): the height of the top is unchanged but its curvature is reduced. For strong friction, \(\partial_x\eta\propto e^{\beta V_b}\) along the path, so the conductance is inversely proportional to \(\int e^{\beta V_b}dx\). This Gaussian integral grows by \(\sqrt{E_x/(E_x-H)}=1.51\); for \(y\) the factor is 1.44. Weighting the conductances with the strong-friction \(x\) share of 0.877 gives a clocked time too long by

\[
\frac{1}{0.877/1.51+0.123/1.44}\approx1.50 .
\]

Solving the diffusion equation on a grid, from the well centre, gives 1.51, and the \(x\) share shifts to 0.871. The threshold bias with \(E_c=0.90\) eV gives a time ratio of 1.001 and leaves the share at 0.877. Its clock also has \(\langle\theta^2\rangle/\langle\theta\rangle^2=2.00\), the value for an exponential waiting time.

With inertia and moderate friction the error is smaller. Here \(\omega_b=(\pi/a)\sqrt{2E_x/m}=20.0\ \mathrm{rad/ps}\), and \(\gamma=5\ \mathrm{ps^{-1}}\) gives \(\kappa=0.883\). Trajectories released from the \(x\) surface at 673 K and followed for 1.8 ps gave \(0.876\pm0.004\) without bias, \(0.875\pm0.004\) with the threshold bias and \(0.815\pm0.005\) with the surface-only bias. The last would make the clocked time for \(x\) escape about 7% too long.

Weak friction breaks the assumption that energy is lost in the first well. In the runs described next, the main loss is flight across the cell: about 60% of the atoms released inward without bias, and about 40% with the threshold bias, leave through the far \(x\) surface, while only about 11% turn back out. At \(\gamma=0.1\ \mathrm{ps^{-1}}\), the same net success after 5.4 ps was \(0.24\pm0.01\) without bias and \(0.40\pm0.01\) with the threshold bias. This time is shorter than \(1/\gamma=10\) ps, so the runs do not establish that these values have settled. They do show that a bias confined to the well can alter what happens after a crossing.

## Use for real barrier layers

The barriers, site spacings and anneal temperature are illustrative choices, not data for a particular film. Real films contain many different paths, and an error of 0.1 eV common to both barriers changes the Boltzmann factor by 5.6. The barriers also enter the prefactors, so the predicted time changes by a factor of about 5.3. That far exceeds the 12% effect of recrossing at the chosen friction. Quantum effects should be small at 673 K, since \(\hbar\omega_b/k_BT\approx0.23\). The frozen host lattice is a limitation that this model cannot size.

A moving lattice also affects the choice of bias. By equipartition, \(N\) harmonic modes hold a mean potential energy \(Nk_BT/2\), which reaches 0.90 eV at \(N\approx31\), or about ten atoms. In larger systems this threshold on the total energy would usually switch the bias off. The boost is lost well before that: for harmonic modes at 673 K it is about 100 at \(N=10\), 5 at \(N=20\) and 1.4 at \(N=31\). A possible remedy is a bias that depends only on coordinates near the moving atom, provided that it still vanishes near every barrier top.

Cooling the model to 378 K, with the bias fixed, lengthens the unbiased TST wait to about 1700 s. The boost rises to \(9.9\times10^7\), yet the biased wait is still 18 µs, or \(3\times10^9\) steps. Two things limit the gain. A biased barrier of \(1.20-0.675=0.525\) eV remains, and the bias flattens the well as well as raising it, which makes \(Z_A^b\) larger than a uniform lift would and so slows the biased escape.
